\section*{Thermal roughness of a screened, unpinned ferroelectric domain wall}

\section*{Problem}

A 180$^\circ$ ferroelectric domain wall lies on average in the plane $z=0$. Its local displacement is $u(x,y)$. The wall has an isotropic stiffness $\sigma=0.01$ J/m$^2$ at $T=300$ K. Any bound charge on tilted parts of the wall is fully screened, and neither defects nor the crystal lattice hold the wall in place.

(a) Estimate the rms displacement $w$ about the mean plane, counting wavelengths between $a=0.4$ nm and $L=4$ $\mu$m.

(b) Decide how much of the estimate rests on waves for which the model is sound.

(c) Find how the answer changes if the bound charge is not screened, and examine the neglect of pinning and of quantum motion.

SI units are used, and $k$ is Boltzmann's constant. The stiffness $\sigma$ means the value that governs long waves at the temperature of use. For a wall whose free energy per area, with the thermal ripples included, does not depend on its mean orientation, it is that free energy per area.

\section*{Solution}

\subsection*{(a) The harmonic estimate}

A tilted element of wall has more area than its projection on the plane, by the factor $\sqrt{1+|\nabla u|^2}$. The energy cost of a displacement is therefore
\begin{equation}
E=\sigma\int\left[\sqrt{1+|\nabla u|^2}-1\right]d^2r
\approx\frac{\sigma}{2}\int|\nabla u|^2\,d^2r ,
\label{eq:energy}
\end{equation}
where the second form requires small slopes. On a square of area $A$ with periodic edges, write
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q\neq0}u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},
\qquad u_{-\mathbf q}=u_{\mathbf q}^* .
\end{equation}
The term $\mathbf q=0$ is left out because it moves the wall as a whole. Each gradient brings down a factor $i\mathbf q$, and the integral over the square removes all cross terms except those between $\mathbf q$ and $-\mathbf q$. Hence
\begin{equation}
E=\frac{\sigma A}{2}\sum_{\mathbf q\neq0}q^2|u_{\mathbf q}|^2 .
\end{equation}

The modes $\mathbf q$ and $-\mathbf q$ share one complex amplitude, $u_{\mathbf q}=X+iY$. Together they contribute $\sigma Aq^2(X^2+Y^2)$. Equipartition gives each of the two quadratic terms the mean energy $kT/2$, so $\langle X^2\rangle=\langle Y^2\rangle=kT/(2\sigma Aq^2)$ and
\begin{equation}
\langle|u_{\mathbf q}|^2\rangle=\frac{kT}{\sigma Aq^2}.
\label{eq:mode}
\end{equation}

The variance is the sum of these terms. For a large square the sum becomes $A\int d^2q/(2\pi)^2$, with $q$ running from $q_{\min}=2\pi/L$ to $q_{\max}=2\pi/a$:
\begin{equation}
w^2=\int_{q_{\min}}^{q_{\max}}\frac{2\pi q\,dq}{(2\pi)^2}\,\frac{kT}{\sigma q^2}
=\frac{kT}{2\pi\sigma}\ln\frac{L}{a}.
\label{eq:log}
\end{equation}

With $kT=4.142\times10^{-21}$ J, the ratio $kT/\sigma$ is $4.142\times10^{-19}$ m$^2=0.4142$ nm$^2$. Then
\begin{equation}
w^2=(0.06592\ \text{nm}^2)\times9.210=0.607\ \text{nm}^2,
\qquad w\approx0.78\ \text{nm},
\end{equation}
or $7.8\times10^{-10}$ m, about two unit cells.

The logarithm makes the result insensitive to the cutoffs. A tenfold larger $L$ adds $0.0659\ln10\approx0.15$ nm$^2$ to the variance. The stiffness matters more, since $w\propto\sigma^{-1/2}$: halving $\sigma$ raises $w$ by a factor $\sqrt2$.

The constant that accompanies the logarithm depends on how the waves are cut off, at the short end and at the long end. If 0.4 nm is read as the spacing of wall cells, the shortest wave along a cell axis has wavelength $2a$. Halving $q_{\max}$ accordingly gives 0.75 nm. Alternatively, let $N\times N$ cells be joined to their neighbours by the energy $(\sigma/2)\sum(u_i-u_j)^2$, summed over neighbouring pairs. For a wave with phase steps $k_x,k_y$ from cell to cell, $q^2a^2$ is replaced by $4-2\cos k_x-2\cos k_y$, and
\begin{equation}
w^2=\frac{kT}{\sigma}\,\frac1{N^2}\sum_{\mathbf k\neq0}
\frac1{4-2\cos k_x-2\cos k_y}.
\end{equation}
For $N=10^4$, which spans 4 $\mu$m, this sum gives $w=0.79$ nm. This value also treats the long end differently. On a periodic square of side $L$ the longest waves are discrete, and summing them exactly in place of the integral from $2\pi/L$ adds 0.027 nm$^2$ to the variance. That term is contained in the 0.79 nm, and it would raise the result of (\ref{eq:log}) from 0.78 to 0.80 nm. The choice of cutoffs thus moves the harmonic result by a few hundredths of a nanometre.

\subsection*{(b) Which waves can be trusted}

Equation (\ref{eq:energy}) was expanded for small slopes. The mean-square slope follows from (\ref{eq:mode}) with an extra factor $q^2$:
\begin{equation}
S=\langle|\nabla u|^2\rangle
=\frac{kT}{2\pi\sigma}\int_{q_{\min}}^{q_{\max}}q\,dq
=\frac{kT}{4\pi\sigma}\left(q_{\max}^2-q_{\min}^2\right).
\label{eq:slope}
\end{equation}
With all waves down to 0.4 nm included, $S=8.1$. This is not small, so the harmonic model fails at its own short cutoff. Unlike the variance, the slope is governed by the shortest waves.

Let $S=0.1$ be the largest accepted value. Solving (\ref{eq:slope}) for the upper limit gives
\begin{equation}
q_t^2=q_{\min}^2+\frac{4\pi S\sigma}{kT},
\qquad \frac{2\pi}{q_t}=3.6\ \text{nm}.
\end{equation}
Waves between 3.6 nm and 4 $\mu$m alone give $w=0.68$ nm. They hold 76\% of the harmonic variance. The other 24\% is an extrapolation. It also includes waves shorter than about a nanometre, a length comparable with the thickness of a wall, for which a displacement of an unchanged wall profile is no longer a good description.

The nonlinearity that remains among the accepted waves can be sized. Add a small uniform tilt $\mathbf t$ to random Gaussian slopes $\mathbf s$ with $\langle s^2\rangle=S$, and expand $\sqrt{1+p^2}\approx1+p^2/2-p^4/8$ with $\mathbf p=\mathbf t+\mathbf s$. The part of $p^4=(s^2+2\mathbf t\cdot\mathbf s+t^2)^2$ that is quadratic in $t$ is $2s^2t^2+4(\mathbf t\cdot\mathbf s)^2$. By isotropy $\langle(\mathbf t\cdot\mathbf s)^2\rangle=t^2S/2$, so its average is $4St^2$. The energy of the tilt per area is then
\begin{equation}
\sigma\left(\frac{t^2}{2}-\frac{4St^2}{8}\right)=\frac{\sigma}{2}(1-S)\,t^2 .
\end{equation}
The slopes soften the wall by the factor $1-S$ to first order. Averaging the full square root over the same Gaussian slopes at $S=0.1$ gives 0.917 instead of 0.9. This still leaves out the change that the nonlinearity makes in the distribution of the slopes, which is of second order in $S$ and lowers the factor by about 0.01. If 0.01 J/m$^2$ were the stiffness before this softening, and the factor were applied to all accepted waves, their roughness would rise from 0.68 to 0.71 nm. With $\sigma$ defined as the long-wave stiffness, the softening is already contained in it for the longest waves.

A fair statement of the result is therefore $w\approx0.7$ to 0.8 nm for the given $\sigma$. This range mainly reflects the treatment of short waves and is not a strict bound.

\subsection*{(c) Bound charge without screening}

Let the polarization point along $\pm x$, with $P_x=P\,\mathrm{sgn}(z-u)$. The bound charge density is
\begin{equation}
\rho=-\partial_xP_x=2P\,(\partial_xu)\,\delta(z-u).
\end{equation}
A tilt along the polar axis thus charges the wall with $2P\,\partial_xu$ per area. To second order in $u$ this charge may be placed on the plane $z=0$. Its Fourier component $s_{\mathbf q}=2iPq_xu_{\mathbf q}$ produces a potential $\phi_{\mathbf q}e^{-q|z|}$ in a medium of permittivity $\varepsilon$, here taken as isotropic. The jump of the normal field requires $2q\phi_{\mathbf q}=s_{\mathbf q}/\varepsilon$. The electrostatic energy per area is
\begin{equation}
\frac12\sum_{\mathbf q}s_{\mathbf q}^*\phi_{\mathbf q}
=\sum_{\mathbf q}\frac{|s_{\mathbf q}|^2}{4\varepsilon q}
=\frac12\sum_{\mathbf q}\frac{2P^2q_x^2}{\varepsilon q}|u_{\mathbf q}|^2 .
\end{equation}
Comparison with the elastic energy shows that $\sigma q^2$ is replaced by
\begin{equation}
\sigma\left(q^2+K\frac{q_x^2}{q}\right),\qquad K=\frac{2P^2}{\varepsilon\sigma}.
\label{eq:kernel}
\end{equation}

Set $q_x=q\cos\theta$. The variance needs the angular average of $1/(\alpha+\beta\cos^2\theta)$ with $\alpha=q^2$ and $\beta=Kq$. Since $\cos^2\theta=(1+\cos2\theta)/2$, the denominator is $B+C\cos2\theta$ with $B=\alpha+\beta/2$ and $C=\beta/2$. The standard average is $1/\sqrt{B^2-C^2}=1/\sqrt{\alpha(\alpha+\beta)}$. Therefore
\begin{equation}
w^2=\frac{kT}{2\pi\sigma}\int_{q_{\min}}^{q_{\max}}\frac{dq}{\sqrt{q(q+K)}} .
\end{equation}
The substitution $q=K\sinh^2\tau$ gives $dq=2K\sinh\tau\cosh\tau\,d\tau$ and $\sqrt{q(q+K)}=K\sinh\tau\cosh\tau$, so the integrand becomes $2\,d\tau$:
\begin{equation}
w^2=\frac{kT}{\pi\sigma}\left[\operatorname{arsinh}\sqrt{\frac{q_{\max}}K}
-\operatorname{arsinh}\sqrt{\frac{q_{\min}}K}\,\right].
\label{eq:bare}
\end{equation}
For $K\to0$, $\operatorname{arsinh}\sqrt{q/K}\to\ln(2\sqrt{q/K})$ and (\ref{eq:log}) returns. For $L\to\infty$ at fixed $K$, the second term vanishes and $w$ stays finite. The long-range field removes the logarithmic growth.

For $P=25$ $\mu$C/cm$^2$ and relative permittivity 500, $K=2.82$ nm$^{-1}$. With the same $\sigma$ and cutoffs, (\ref{eq:bare}) gives $w\approx0.455$ nm. The caution about short waves weighs more heavily here: waves longer than 3.6 nm hold only 44\% of this variance and alone give 0.30 nm. The field also reduces the slopes, so $S=0.1$ is reached only at about 2.7 nm; waves longer than that hold 50\% and give 0.32 nm.

Screening by mobile charge has a finite length $\lambda$. In linear screening the decay constant $q$ of the potential becomes $\sqrt{q^2+\lambda^{-2}}$, which also replaces the $q$ in the denominator of (\ref{eq:kernel}). For $q\lambda\ll1$ the added term is $\sigma K\lambda q_x^2$. The logarithm returns, but the stiffness along the polar axis is $\sigma(1+K\lambda)$. Full screening therefore requires $K\lambda\ll1$, or $\lambda\ll0.35$ nm for these numbers, if $\sigma$ is the stiffness without charge. In an anisotropic crystal, with $\lambda$ the decay length normal to the wall, the permittivity across the polar axis enters $K$ in this limit; a relative value of 4000 relaxes the bound to $\lambda\ll2.8$ nm.

\subsection*{(c) Pinning and quantum motion}

Suppose the lattice adds a weak potential $V\cos(2\pi u/d)$ per area, where $d$ is the distance between equivalent wall planes. For Gaussian $u$ its mean is reduced by $\exp(-2\pi^2w^2/d^2)$. With (\ref{eq:log}), the total over an area $L^2$ scales as
\begin{equation}
L^2\left(\frac La\right)^{-\pi kT/(\sigma d^2)} .
\end{equation}
It grows with $L$ if $T<T_R$ and fades if $T>T_R$, where
\begin{equation}
kT_R=\frac{2\sigma d^2}{\pi}.
\end{equation}
For $d=0.4$ nm and $\sigma$ held at 0.01 J/m$^2$, $T_R\approx74$ K. At 300 K a weak lattice potential does not hold the fully screened wall at large scale, to first order in $V$. This conclusion depends on full screening. With a finite $\lambda$ the prefactor of the logarithm falls by $\sqrt{1+K\lambda}$ and $T_R$ rises by the same factor. It passes 300 K at $\lambda\approx5.5$ nm for $K=2.82$ nm$^{-1}$, and at about 44 nm for a relative permittivity of 4000 across the polar axis. For the unscreened wall $w$ stays finite, so the lattice term grows as $L^2$ at any temperature. Whether $V$ is weak for a real wall only a few cells thick is not examined here. The value of $T_R$ is rough, because the long-wave stiffness near that temperature need not equal the value used here.

Defects may hold the wall near a preferred position. Represent this by an energy $(\sigma/2\xi^2)u^2$ per area, with pinning length $\xi$. Then $q^2$ becomes $q^2+\xi^{-2}$ in the denominator of (\ref{eq:mode}), and
\begin{equation}
w^2=\frac{kT}{4\pi\sigma}\ln\frac{q_{\max}^2+\xi^{-2}}{q_{\min}^2+\xi^{-2}} .
\end{equation}
For $\xi=100$ nm, chosen for illustration, $w=0.70$ nm. This is the thermal part. Disorder also bends the preferred position itself, and that static roughness is not included.

A quantum oscillator of frequency $f$ has mean energy $(hf/2)\coth(hf/2kT)$, half of it potential. The classical potential energy is $kT/2$, so the variance is multiplied by $(y/2)\coth(y/2)$ with $y=hf/kT$. This factor increases with $f$. If no wall mode exceeds 5 THz, then $y\leq0.80$, the factor is at most 1.053, and $w$ rises by at most 2.6\%.

\section*{A few cases}

All rows use $\sigma=0.01$ J/m$^2$, 300 K and $L=4$ $\mu$m.

\begin{center}
\begin{tabular}{lc}
\hline
Case & $w$ (nm)\\
\hline
Screened, waves down to 0.4 nm & 0.78\\
Screened, lattice of 0.4 nm cells & 0.79\\
Screened, waves down to 3.6 nm & 0.68\\
Pinning length 100 nm, down to 0.4 nm & 0.70\\
Unscreened, down to 0.4 nm & 0.455\\
\hline
\end{tabular}
\end{center}

The parameters are rough values in the regime of a 180$^\circ$ wall in barium titanate at room temperature. The relative permittivity of 500 stands in for a strongly anisotropic tensor. With illustrative values of 100 along the polar axis and 4000 across it, the same model gives about 0.55 nm for the unscreened wall instead of 0.455 nm, so the choice of permittivity alone can shift that entry by about 0.1 nm. The assumption most open to doubt in such a crystal is full screening: a good insulator has few mobile charges, and the screening length must lie well below a few nanometres even with the large permittivity across the polar axis. Removing screening altogether lowers the estimate from 0.78 to 0.455 nm, a larger shift than the other changes in the table. The value of $T_R$ is a comparison of parameters and not a prediction for this material, which has a different crystal phase at 74 K. The values behind these cases are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
stiffness: 0.010 J/m^2
temperature: 300 K
shortest wavelength: 0.4 nm
longest wavelength: 4.0 micrometres
thermal energy kT: 4.142e-21 J
kT/sigma: 0.4142 nm^2
kT/(2 pi sigma): 0.06592 nm^2
ln(L/a): 9.210
variance: 0.6072 nm^2
rms roughness: 0.779 nm = 7.79e-10 m
rms roughness in cells: 1.95
lattice cells per side: 10000
lattice rms roughness: 0.792 nm
rms with upper q halved: 0.749 nm
mean-square slope, all waves: 8.13
accepted mean-square slope: 0.10
shortest trusted wavelength: 3.61 nm
rms from trusted waves: 0.680 nm
trusted share of variance: 76.1 %
stiffness factor at accepted slope: 0.917
trusted rms with softened stiffness: 0.710 nm
polarization: 25 uC/cm^2
effective relative permittivity: 500
bound-charge wavevector K: 2.824 1/nm
unscreened rms roughness: 0.455 nm
roughening temperature: 73.8 K
pinning length: 100 nm
rms with pinning spring: 0.696 nm
mode frequency ceiling: 5.0 THz
hf/kT at ceiling: 0.800
largest quantum factor on variance: 1.0528
largest quantum rise of rms: 2.6 %
\end{verbatim}
